**Negative effective repulsion of the silicon vacancy**

With the transition levels ε(+/++) = 0.13 eV and ε(0/+) = 0.05 eV above the valence edge, the effective repulsion is U_eff = ε(0/+) − ε(+/++) = −0.08 eV and the two-electron level is ε(0/++) = 0.09 eV. The program scans the Fermi level and asserts that V⁺ is never the ground state for this assignment, while the opposite assignment gives it a window 0.08 eV wide. The printed smallest height of V⁺, 0.0401 eV, differs from 0.04 eV because of the finite scan step. For a Jahn-Teller model with bare pair repulsion U0 and relaxation energy E_JT, the program minimizes every spin-orbital configuration over two distortion coordinates and asserts U_eff = U0 − 2E_JT for the low-spin state. It also asserts the change to a high-spin state when the parallel-spin lowering J exceeds 3E_JT, and the return of the bare repulsion U0 when the atoms are frozen. The model parameters are chosen to reproduce the two levels and are not measured properties of silicon. A numerical maximization over the Fermi level confirms the formula for the largest equilibrium V⁺ fraction, which is about 1.4 × 10⁻¹⁰ at 20 K and 0.4 % at 77 K.

## Verification by program

```python
# Silicon vacancy: effective repulsion and two-electron transition level.
# Result under test: with e1 = level(+/++) and e2 = level(0/+),
#   U_eff = e2 - e1 and level(0/++) = (e1 + e2)/2; for U_eff < 0 the
#   singly positive vacancy V+ is never the equilibrium ground state.
# n = 0, 1, 2 electrons in the t2 level denote V++, V+, V0.
# Energies are in eV from the valence edge; mu is the Fermi level.
# Jahn-Teller model: force F, stiffness K, pair repulsion U0, lowering J
# for parallel spins, bare orbital energy e_orb, E_JT = F^2/(2K).
from itertools import combinations
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.optimize import minimize, minimize_scalar
from scipy.special import logsumexp

k_B = k_joule / charge
level_second_donor = 0.13   # (+/++)
level_first_donor = 0.05    # (0/+)

# Results from the derived formulas
U_eff = level_first_donor - level_second_donor
level_pair = 0.5 * (level_first_donor + level_second_donor)

# Independent road: scan the Fermi level for the lowest grand energy
step = 1e-4
mu_grid = (np.arange(2000) + 0.5) * step


def grand_energies(first_added, second_added):
    energies = np.array([0.0, first_added, first_added + second_added])
    return energies[:, None] - np.arange(3)[:, None] * mu_grid


omega = grand_energies(level_second_donor, level_first_donor)
ground = np.argmin(omega, axis=0)
assert not np.any(ground == 1)
jump = np.flatnonzero(np.diff(ground))
assert len(jump) == 1
scan_crossing = 0.5 * (mu_grid[jump[0]] + mu_grid[jump[0] + 1])
assert abs(scan_crossing - level_pair) <= step
height_scan = np.min(omega[1] - np.minimum(omega[0], omega[2]))
assert abs(height_scan - (-U_eff / 2)) <= step

# Opposite assignment: V+ must own a window as wide as the level spacing
omega_swapped = grand_energies(level_first_donor, level_second_donor)
window_swapped = step * np.sum(np.argmin(omega_swapped, axis=0) == 1)
assert abs(window_swapped - (level_second_donor - level_first_donor)) <= 2 * step

# Jahn-Teller model: directions favoured by the three t2 orbitals
directions = np.array([[1.0, 0.0],
                       [-0.5, np.sqrt(3) / 2],
                       [-0.5, -np.sqrt(3) / 2]])
spin_orbitals = [(orbital, spin) for orbital in range(3) for spin in range(2)]


def config_energy(Q, config, F, K, U0, J, e_orb):
    energy = 0.5 * K * np.dot(Q, Q)
    for orbital, _ in config:
        energy += e_orb - F * np.dot(directions[orbital], Q)
    for a, b in combinations(config, 2):
        energy += U0 - (J if a[1] == b[1] else 0.0)
    return energy


def relaxed_state(n, params):
    """Lowest relaxed energy, its degeneracy and distortion amplitude."""
    found = []
    for config in combinations(spin_orbitals, n):
        fit = minimize(config_energy, [0.03, 0.02], args=(config, *params),
                       method="BFGS", options={"gtol": 1e-6})
        found.append((fit.fun, np.linalg.norm(fit.x)))
    energies = np.array([item[0] for item in found])
    best = int(np.argmin(energies))
    count = int(np.sum(energies < energies[best] + 1e-6))
    return energies[best], count, found[best][1]


F, K, U0, J, e_orb = 1.4, 7.0, 0.20, 0.10, 0.27
params = (F, K, U0, J, e_orb)
E_JT = F**2 / (2 * K)
states = [relaxed_state(n, params) for n in range(3)]
E = [state[0] for state in states]
g = [state[1] for state in states]
Q_amp = [state[2] for state in states]
model_second = E[1] - E[0]
model_first = E[2] - E[1]
model_U = E[2] + E[0] - 2 * E[1]
assert abs(model_second - level_second_donor) < 1e-6
assert abs(model_first - level_first_donor) < 1e-6
assert abs(model_U - (U0 - 2 * E_JT)) < 1e-6
assert g == [1, 6, 3]
for n in range(3):
    assert abs(Q_amp[n] - n * F / K) < 1e-4

# Atoms frozen in the V+ geometry: the repulsion must be the bare one
Q_frozen = directions[0] * Q_amp[1]
E_frozen = [min(config_energy(Q_frozen, c, *params)
                for c in combinations(spin_orbitals, n)) for n in range(3)]
U_frozen = E_frozen[2] + E_frozen[0] - 2 * E_frozen[1]
assert abs(U_frozen - U0) < 1e-9

# Both sides of the spin condition J = 3 E_JT, at a larger repulsion
for J_test in (2.8 * E_JT, 3.2 * E_JT):
    test_params = (F, K, 1.0, J_test, e_orb)
    T = [relaxed_state(n, test_params)[0] for n in range(3)]
    U_test = T[2] + T[0] - 2 * T[1]
    low_spin, high_spin = 1.0 - 2 * E_JT, 1.0 - J_test + E_JT
    expected = low_spin if J_test < 3 * E_JT else high_spin
    assert abs(U_test - expected) < 1e-6

# Largest equilibrium V+ fraction: numerical maximum against the formula
level_energies = np.array([0.0, level_second_donor,
                           level_second_donor + level_first_donor])
thermal = []
for T_K in (20.0, 77.0):
    kT = k_B * T_K

    def minus_log_fraction(mu):
        logs = np.log(g) - (level_energies - np.arange(3) * mu) / kT
        return logsumexp(logs) - logs[1]

    best = minimize_scalar(minus_log_fraction, bounds=(0.0, 0.2),
                           method="bounded", options={"xatol": 1e-10})
    fraction = np.exp(-best.fun)
    formula = 1 / (1 + 2 * np.sqrt(g[0] * g[2]) / g[1]
                   * np.exp(-U_eff / (2 * kT)))
    mu_formula = level_pair + 0.5 * kT * np.log(g[0] / g[2])
    assert abs(fraction / formula - 1) < 1e-6
    assert abs(best.x - mu_formula) < 1e-6
    thermal.append((T_K, kT, fraction, best.x))

print(f"Input level (+/++): {level_second_donor:.2f} eV")
print(f"Input level (0/+): {level_first_donor:.2f} eV")
print(f"Effective repulsion U_eff: {U_eff:.2f} eV")
print(f"U_eff converted: {1000 * U_eff:.0f} meV")
print(f"Two-electron level (0/++): {level_pair:.2f} eV")
print(f"Two-electron level converted: {1000 * level_pair:.0f} meV")
print(f"Crossing found by scan: {scan_crossing:.4f} eV")
print(f"Smallest height of V+ above ground state: {height_scan:.4f} eV")
print(f"Energy released by 2 V+ -> V0 + V++: {-U_eff:.2f} eV")
print(f"Cost of emitting both holes from V++: {level_energies[2]:.2f} eV")
print(f"V+ window for opposite assignment: {window_swapped:.4f} eV")
print(f"Model force F: {F:.1f} eV/angstrom")
print(f"Model stiffness K: {K:.1f} eV/angstrom^2")
print(f"Model bare repulsion U0: {U0:.2f} eV")
print(f"Model parallel-spin lowering J: {J:.2f} eV")
print(f"Model bare orbital energy: {e_orb:.2f} eV")
print(f"Model Jahn-Teller energy E_JT: {E_JT:.2f} eV")
print(f"Spin condition threshold 3 E_JT: {3 * E_JT:.2f} eV")
print(f"Model distortion of V+: {Q_amp[1]:.3f} angstrom")
print(f"Model distortion of V0: {Q_amp[2]:.3f} angstrom")
for name, value in zip(("V++", "V+", "V0"), E):
    print(f"Model relaxed energy of {name}: {value:.3f} eV")
print(f"Model level (+/++): {model_second:.3f} eV")
print(f"Model level (0/+): {model_first:.3f} eV")
print(f"Model relaxed repulsion: {model_U:.3f} eV")
print(f"Model repulsion with frozen atoms: {U_frozen:.3f} eV")
print(f"Degeneracies of V++, V+, V0: {g[0]}, {g[1]}, {g[2]} (no unit)")
for T_K, kT, fraction, mu_best in thermal:
    print(f"Thermal energy kT at {T_K:.0f} K: {kT:.6f} eV")
    print(f"Largest V+ fraction at {T_K:.0f} K: {fraction:.2e} (no unit)")
    print(f"Fermi level of that maximum at {T_K:.0f} K: {mu_best:.4f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Input level (+/++): 0.13 eV
Input level (0/+): 0.05 eV
Effective repulsion U_eff: -0.08 eV
U_eff converted: -80 meV
Two-electron level (0/++): 0.09 eV
Two-electron level converted: 90 meV
Crossing found by scan: 0.0900 eV
Smallest height of V+ above ground state: 0.0401 eV
Energy released by 2 V+ -> V0 + V++: 0.08 eV
Cost of emitting both holes from V++: 0.18 eV
V+ window for opposite assignment: 0.0800 eV
Model force F: 1.4 eV/angstrom
Model stiffness K: 7.0 eV/angstrom^2
Model bare repulsion U0: 0.20 eV
Model parallel-spin lowering J: 0.10 eV
Model bare orbital energy: 0.27 eV
Model Jahn-Teller energy E_JT: 0.14 eV
Spin condition threshold 3 E_JT: 0.42 eV
Model distortion of V+: 0.200 angstrom
Model distortion of V0: 0.400 angstrom
Model relaxed energy of V++: 0.000 eV
Model relaxed energy of V+: 0.130 eV
Model relaxed energy of V0: 0.180 eV
Model level (+/++): 0.130 eV
Model level (0/+): 0.050 eV
Model relaxed repulsion: -0.080 eV
Model repulsion with frozen atoms: 0.200 eV
Degeneracies of V++, V+, V0: 1, 6, 3 (no unit)
Thermal energy kT at 20 K: 0.001723 eV
Largest V+ fraction at 20 K: 1.44e-10 (no unit)
Fermi level of that maximum at 20 K: 0.0891 eV
Thermal energy kT at 77 K: 0.006635 eV
Largest V+ fraction at 77 K: 4.16e-03 (no unit)
Fermi level of that maximum at 77 K: 0.0864 eV
ALL CHECKS PASSED
```
